Matched Weibull and Lognormal Lifetimes Extrapolated to 0.01 Percent Failure

**Problem**

Metal lines of one design are stressed at 300 °C until electromigration breaks them. The failure times have a median t50 = 100 h, and the standard deviation of ln t is σ = 0.4. Two laws are candidates for the fraction F of lines that have failed by time t:

lognormal: F = Φ(ln(t/t50)/σ)

Weibull: F = 1 − exp[−(t/η)^β]

Here Φ is the cumulative distribution of a standard normal variable, β is the Weibull shape and η its scale. F is a fraction, so 0.01 percent means F = 0.0001.

(a) Choose β and η so that both laws have the same 10 percent and 50 percent times.

(b) Which law predicts the earlier 0.01 percent time, and by what factor?

(c) Does the order depend on σ or t50? Is it the same at every other F?

**Hints**

1. Solve each law for ln t. Each becomes a straight line in a suitable function of F.
2. Subtracting the equations for the two matching points removes the scale η.
3. For (c), plot ln t against z = Φ⁻¹(F). The lognormal law is then straight. Ask which way the Weibull curve bends.
4. The mean and variance of a normal variable cut off below z help to settle the sign of the curvature.

**Solution**

*(a) Matching.* With z = Φ⁻¹(F), the lognormal law reads

ln t = ln t50 + σz.

For the Weibull law, −ln(1 − F) = (t/η)^β. A second logarithm gives

ln t = ln η + y/β, with y = ln[−ln(1 − F)].

The values needed are:

- F = 0.5: z = 0, y50 = −0.36651
- F = 0.1: z10 = −1.28155, y10 = −2.25037
- F = 0.0001: z_low = −3.71902, y_low = −9.21029

Both laws must give the same ln t50 − ln t10. The lognormal difference is −σz10, which is positive, and the Weibull difference is (y50 − y10)/β. Equating them,

βσ = (y50 − y10)/(−z10) = 1.88386/1.28155 = 1.470.

Hence β = 1.470/0.4 = 3.675. At the median (t50/η)^β = ln 2, so

η = t50/(ln 2)^(1/β) = 110.5 h.

The common 10 percent time is 100 h × exp(−0.4 × 1.28155) = 59.9 h.

*(b) The low tail.* Measure both extrapolations from the common median:

ln t_LN = ln t50 + σz_low

ln t_W = ln t50 − (y50 − y_low)/β

Subtract, and use 1/β = σ/(βσ), where βσ is the pure number found above:

ln(t_LN/t_W) = Cσ

C = (y50 − y_low)/(βσ) + z_low = 8.84378/1.46998 − 3.71902 = 2.297

C is positive, so the Weibull law predicts the earlier failure. For σ = 0.4,

t_LN = 100 h × exp(−0.4 × 3.71902) = 22.6 h

t_W = 110.5 h × exp(−9.21029/3.675) = 9.0 h

and the ratio is exp(0.919) = 2.51.

As a test, the matching and both low times were also found by integrating the two probability densities numerically and solving for the times, without these closed forms. The resulting ratios are 1.583, 2.507 and 6.283 for σ = 0.2, 0.4 and 0.8, in agreement with exp(Cσ). As σ → 0 the ratio tends to 1, because all lines then fail at the median under either law.

For σ = 0.4 the disagreement is larger when read as failed fractions. From the matching, (t/η)^β = ln 2 × (t/t50)^β. At the lognormal 0.01 percent time this equals ln 2 × exp(βσz_low), so

F_W = 1 − exp[−ln 2 × exp(−1.46998 × 3.71902)] = 0.0029,

which is 29 times the lognormal fraction. Conversely, at the Weibull 0.01 percent time the lognormal argument is z_low − C = −6.016, and the fraction is 8.9 × 10⁻¹⁰. Neither number depends on σ.

*(c) Why the order is general.* C contains neither σ nor t50, so the order at 0.01 percent holds for every σ > 0 and every median. For other F, write the Weibull law as a function of z:

ln t = ln η + g(z)/β, g(z) = ln H(z), H(z) = −ln[1 − Φ(z)].

The lognormal line meets this curve at z10 and at 0, so it is a chord of the curve. If g is strictly concave, the curve lies above the chord between these points and below it outside them. It remains to prove concavity.

Let φ = Φ′ and h = H′ = φ/(1 − Φ). Since φ′ = −zφ,

h′ = −zh + h² = hm, with m = h − z.

Now take a standard normal variable X, given that X > z. Its mean is

∫ xφ dx/(1 − Φ) = φ(z)/(1 − Φ) = h,

with the integral running from z to infinity. The mean of values above z exceeds z, so m > 0. Integration by parts gives the mean of X² as 1 + zh. The variance is therefore

1 + zh − h² = 1 − hm = 1 − h′,

and, being a variance of a spread-out variable, it is positive.

Differentiate g twice. First g′ = h/H, and then

g″ = (h′H − h²)/H² = −(hm/H²) D, with D = h/m − H.

The sign of g″ is opposite to that of D. As z → −∞, h and H vanish while m grows, so D → 0. With m′ = h′ − 1 = hm − 1,

D′ = (h′m − hm′)/m² − h
= h(m² − hm + 1)/m² − h
= h(1 − hm)/m²
= h(1 − h′)/m² > 0.

D starts from zero and rises, so D > 0 and g″ < 0 for every z. The Weibull law thus predicts earlier times below 10 percent and above 50 percent, and later times in between. The same chord argument works for any other pair of matching points.

*The limit F → 0.* Here y ≈ ln F. The normal tail gives ln F ≈ −z²/2 to leading order, so z ≈ −√(2 ln(1/F)). The Weibull ln t falls in proportion to ln(1/F), the lognormal one only as its square root. The ratio t_LN/t_W therefore grows without bound as F is lowered.

**What this means for a real test**

The median, σ and an activation energy E = 0.9 eV are rough typical values for accelerated electromigration tests of on-chip lines, not data for a particular metal. At unchanged current density, the Arrhenius factor from 300 °C to 105 °C is

exp[(E/k)(1/378.15 K − 1/573.15 K)] ≈ 1.20 × 10⁴.

If neither the shapes of the distributions nor the prefactor of the lifetime changes with temperature, this factor multiplies both times and leaves their ratio alone. The 0.01 percent time becomes 31 years for the lognormal law and 12 years for the Weibull law. With a prefactor proportional to T, these times would be 20 and 8 years, with the same ratio. An activation energy higher by 0.05 eV would lengthen both by a factor of 1.69. A stage 2 K too hot would shorten the test lives by a factor of 1.065.

Real lines can break the assumption of an unchanged shape. Write ln t = ln A + E/(kT), and let E vary normally from line to line with standard deviation s, independently of the prefactor A. The variance of ln t then contains s²/(kT)², which grows on cooling. With σ = 0.4 held fixed at the test temperature and s = 0.01 eV, σ at use is 0.46. If the two laws could be matched again at the 10 and 50 percent times at use, the ratio would rise from 2.51 to 2.89. An accelerated test gives no such times. If instead the extra normal scatter in ln t, of variance 0.053, is added to each law as fitted at 300 °C, the 0.01 percent times become 18.0 h and 8.2 h in test-equivalent hours, and the ratio falls to 2.20. Both times shorten either way, but the direction in which the ratio moves depends on where the matching is done.

A weak subpopulation can matter more. Suppose the main lines are lognormal as before, but 0.1 percent of all lines have a median of 10 h with the same σ. The 10 percent time moves by only about 0.2 percent, from 59.89 h to 59.77 h. The 0.01 percent time drops from 22.6 h to 6.0 h, below even the Weibull prediction. The reason is that 0.01 percent of all lines is one tenth of the weak ones, and their own 10 percent time is 10 h × exp(−0.4 × 1.28155) = 6.0 h.

The sample size sets another limit. In simulated tests of 100 lognormal lines, extrapolation from the sample's 10 and 50 percent points scattered with a standard deviation in ln t of 0.18 for the lognormal law and 0.30 for the Weibull law. The separation between the laws is 0.92. Yet 100 lines contain on average only 0.01 failures below the 0.01 percent point, so such a test does not observe that tail directly. If the lines followed one of the two laws exactly, comparing maximum-likelihood fits to all 100 times would pick the right law in well over 90 percent of such tests; but a good fit to the body of the distribution does not guarantee the tail, as the weak subpopulation shows. The calculation shows how much the choice of law matters; it does not show which law the lines obey.

**Variation 1: a chip with 1000 lines**

*A chip fails when the first of its M = 1000 independent, identical lines fails. What fraction of chips has failed after ten years at 105 °C?*

All lines survive with probability (1 − F)^M, so

F_chip = 1 − (1 − F)^M.

A line fraction of 0.0001 already means 9.5 percent of chips. Ten years at use correspond to 7.28 h of test. The line fractions at that time are

Weibull: 1 − exp[−ln 2 × (7.276/100)^3.675] = 4.6 × 10⁻⁵

lognormal: Φ(ln(7.276/100)/0.4) ≈ 3 × 10⁻¹¹

The chip fractions are 4.5 percent and about 3 × 10⁻⁸. If, say, at most 1 percent of chips may fail in ten years, two laws that agree at the 10 and 50 percent points of single lines thus give opposite verdicts on the product for E = 0.9 eV. This assumes a constant prefactor and the current density of the test, while real chips usually run at a lower one. The verdict is sensitive to all of these. At 0.95 eV the Weibull chip fraction is only 0.7 percent, and the product passes under both laws; with a prefactor proportional to T it is 3.0 percent at 0.95 eV, and the product fails again under the Weibull law. At 0.9 eV and a constant prefactor, halving the current density, with a life inversely proportional to it, gives 0.4 percent.

**Variation 2: an incubation time**

*No line can fail before t0 = 20 h, because damage must first build up. Keep the observed 10 and 50 percent times. Does the order survive?*

Apply both laws to t − t0 instead of t. The earlier argument holds unchanged for this variable, so the Weibull time is still the earlier one, for any t0 below the 10 percent time. For the numbers, define

Δ = ln[(t50 − t0)/(t10 − t0)] = ln(80/39.892) = 0.696.

The lognormal law extends this interval by z_low/z10 = 2.902, the Weibull law by (y50 − y_low)/(y50 − y10) = 4.695:

t_LN = 20 h + 80 h × exp(−2.902Δ) = 30.6 h

t_W = 20 h + 80 h × exp(−4.695Δ) = 23.1 h

The ratio falls from 2.51 to 1.33, since neither time can drop below 20 h. An incubation time as long as this one, where it is physically justified, therefore brings the two predicted times much closer together. It does not reconcile the failed fractions: the two laws are matched in t − t0 just as they were in t, so at the lognormal 0.01 percent time the Weibull fraction is still 0.0029. If an incubation time is assumed wrongly, both predictions are too optimistic: without it they were 22.6 h and 9.0 h. The remaining digits are in the numerical output.

Calculated quantities

```
median 100.0 h, sigma 0.40, low fraction 0.0001
normal quantiles z: 10 % -1.28155, 0.01 % -3.71902
Weibull y: 10 % -2.25037, 50 % -0.36651, 0.01 % -9.21029
beta*sigma 1.46998, C 2.29724
Weibull beta 3.6749, eta 110.488 h
common 10 % time 59.892 h
0.01 % time, lognormal 22.591 h
0.01 % time, Weibull 9.013 h
time ratio lognormal/Weibull at sigma 0.2: 1.583
time ratio lognormal/Weibull at sigma 0.4: 2.507
time ratio lognormal/Weibull at sigma 0.8: 6.283
largest curvature of g for z in [-6,6]: -0.0411
Weibull fraction at lognormal 0.01 % time 2.924e-03
that fraction over 0.0001: 29.2
lognormal fraction at Weibull 0.01 % time 8.92e-10
test 573.15 K, use 378.15 K, energy 0.90 eV
acceleration factor 12048
0.01 % time at use, lognormal 31.0 years
0.01 % time at use, Weibull 12.4 years
lines per chip 1000, chip fraction at line 0.01 %: 0.0952
10 years at use equals 7.276 h of test
line fraction at 10 years, Weibull 4.55e-05
line fraction at 10 years, lognormal 2.85e-11
chip fraction at 10 years, Weibull 0.0445
chip fraction at 10 years, lognormal 2.85e-08
neglected effects:
100 lines: std of ln(0.01 % time), lognormal 0.183
100 lines: std of ln(0.01 % time), Weibull 0.302
ln ratio to compare with 0.919
incubation 20 h: lognormal 0.01 % time 30.62 h
incubation 20 h: Weibull 0.01 % time 23.05 h
incubation 20 h: ratio 1.328
weak share 0.0010, weak median 10.0 h
weak lines: 10 % time 59.769 h, 0.01 % 5.989 h
stage 2 K hotter: test life shorter by factor 1.065
energy +0.05 eV: use life longer by factor 1.685
energy spread 0.01 eV: sigma at use 0.462
energy spread: ratio at use 2.888
```
